# Film thickness and refractive index from two transverse-electric slab modes

## 1. What scaling already fixes

A film of refractive index $n$ and thickness $d$ lies on a substrate of index $n_s$ under a cover of index $n_c$. All three media are lossless, uniform, isotropic and nonmagnetic, substrate and cover are half-infinite, and $n>n_s\ge n_c$. The film occupies $0<z<d$, with the substrate below it. Light of vacuum wavelength $\lambda$ travels along $x$, with its electric field along $y$ (transverse electric, TE):

$$E_y=E(z)\,e^{i(kNx-\omega t)},\qquad k=2\pi/\lambda .$$

The mode index $N$ is the measured quantity. Maxwell's curl equations give $\nabla\times\nabla\times\mathbf E=k^2n(z)^2\mathbf E$. Since $E_y$ does not depend on $y$, $\nabla\cdot\mathbf E=0$, so the left side is $-\nabla^2\mathbf E$ and

$$E''+k^2\left[n(z)^2-N^2\right]E=0. \tag{1}$$

Tangential $E_y$ is continuous. So is tangential $H_x$, which is proportional to $E'$. Hence $E$ and $E'$ are both continuous at the faces.

The indices enter (1) only through differences of squares. Define the dimensionless numbers

$$\kappa=\sqrt{n^2-N^2},\qquad \gamma_j=\sqrt{N^2-n_j^2},\qquad j=s,c .$$

The problem then contains one length, $d$, and three inverse lengths, $k\kappa$, $k\gamma_s$ and $k\gamma_c$. Rescaling $z$ can change no relation between them, so the condition for a mode must have the form

$$kd\,\kappa=G_m(\gamma_s/\kappa,\ \gamma_c/\kappa), \tag{2}$$

with $m$ labelling the solutions. One measured $N$ gives one equation for the two unknowns $n$ and $d$. A second mode supplies a second equation, but whether the pair has a unique solution needs proof.

## 2. Simple case: a field that vanishes at the faces

Suppose first that $E(0)=E(d)=0$. Then $E\propto\sin(k\kappa z)$ and

$$kd\,\kappa_m=(m+1)\pi,\qquad m=0,1,2,\ldots$$

Squaring gives $n^2-N_m^2=(m+1)^2\pi^2/(kd)^2$. Subtracting the equation for $m=0$ from that for $m=1$ removes $n$:

$$N_0^2-N_1^2=\frac{3\pi^2}{(kd)^2},\qquad n^2=N_0^2+\frac{N_0^2-N_1^2}{3}. \tag{3}$$

The spacing of the modes gives the thickness, and their position then gives the index.

As data, take $N_0=1.6791$ and $N_1=1.6161$ at $\lambda=632.8$ nm, where $k=0.0099292\ \mathrm{nm^{-1}}$. They were computed for a slab with $n=1.70$ and $d=1000$ nm, as described in section 6. Here $N_0^2-N_1^2=0.2076$, and (3) gives

$$d=\frac{\sqrt3\,\pi}{0.0099292\times0.4556}\ \mathrm{nm}\approx1203\ \mathrm{nm},\qquad n\approx1.6996 .$$

The index is close, but the thickness is 20% too large relative to the slab's 1000 nm. The real field extends beyond the faces, and the hard-wall model counts that extension as film.

## 3. General case: fields that leak out of the film

**Range of $N$.** A guided field must decay on both sides, so $N>n_s$. Multiply (1) by $E$, integrate over all $z$, and integrate the first term by parts:

$$\int E'^2dz=k^2\int\left[n(z)^2-N^2\right]E^2dz .$$

The left side is positive, so $n(z)>N$ somewhere. This requires $N<n$.

**Lower face.** In the substrate $E\propto e^{k\gamma_sz}$, hence $E'/E=k\gamma_s$ at $z=0$. In the film write the general real solution as $E=A\cos(k\kappa z-\phi_s)$, for which

$$\frac{E'}{E}=-k\kappa\tan(k\kappa z-\phi_s).$$

At $z=0$ this equals $k\kappa\tan\phi_s$, so $\tan\phi_s=\gamma_s/\kappa$. Adding $\pi$ to $\phi_s$ merely reverses the sign of $A$, so we may choose $0<\phi_s<\pi/2$.

**Upper face.** In the cover $E\propto e^{-k\gamma_c(z-d)}$, hence $E'/E=-k\gamma_c$. Matching gives $\tan(k\kappa d-\phi_s)=\gamma_c/\kappa$. With $\tan\phi_c=\gamma_c/\kappa$ and $0<\phi_c<\pi/2$, the two angles differ by a multiple of $\pi$:

$$\boxed{\,kd\,\kappa=\Phi_m\equiv m\pi+\phi_s+\phi_c,\qquad m=0,1,2,\ldots} \tag{4}$$

Negative $m$ is excluded because the left side is positive while $\phi_s+\phi_c<\pi$. The argument of the cosine runs from $-\phi_s$ to $m\pi+\phi_c$ across the film and passes $m$ zeros, so $m$ counts the nodes.

**Meaning of the phases.** Let a wave $e^{ik\kappa z}$ strike a face at $z=0$, with reflected amplitude $r$ and a decaying field beyond. Continuity gives $1+r=t$ and $i\kappa(1-r)=-\gamma t$. Eliminating $t$,

$$r=\frac{\kappa-i\gamma}{\kappa+i\gamma}=e^{-2i\phi}.$$

Reflection is total, with a phase $-2\phi$. Equation (4) says that a round trip, $2kd\kappa-2\phi_s-2\phi_c$, adds up to $2\pi m$.

**Limit of strong confinement.** For $\gamma_j\gg\kappa$, $\phi_j=\pi/2-\arctan(\kappa/\gamma_j)\approx\pi/2-\kappa/\gamma_j$. Equation (4) becomes

$$k\kappa\,d_{\rm eff}\approx(m+1)\pi,\qquad d_{\rm eff}=d+\frac1{k\gamma_s}+\frac1{k\gamma_c}. \tag{5}$$

This is the hard-wall result with the film widened by the two decay lengths. For the example, $d_{\rm eff}$ is 1196 nm for $m=0$ and 1225 nm for $m=1$. The widening is thus about as large as the excess of 203 nm found in section 2. With the exact $\kappa$, the two sides of (5) differ by 0.4% for $m=0$ and by 2% for $m=1$, where $\kappa/\gamma_s$ is 0.32 and 0.76.

**Limit of a thin symmetric film.** For $n_s=n_c$ and small $d$, the $m=0$ condition is $kd\kappa=2\arctan(\gamma/\kappa)\approx2\gamma/\kappa$, so $\gamma\approx kd\kappa^2/2$. Integrating (1) directly across the thin film gives a jump $-k^2d\kappa^2E$ in $E'$. The decaying fields outside require a jump $-2k\gamma E$. Equating them gives the same $\gamma$.

## 4. How many modes there are

For fixed $n$, $d$ and $m$, consider $g_m(N)=kd\kappa-\Phi_m$. As $N$ rises, $\kappa$ falls and both $\phi_j$ rise, so $g_m$ falls strictly. At $N=n$ it equals $-(m+1)\pi$. A root therefore exists, and is unique, when $g_m(n_s)>0$. At $N=n_s$ we have $\phi_s=0$, so the condition is

$$kd\sqrt{n^2-n_s^2}>m\pi+\arctan\sqrt{\frac{n_s^2-n_c^2}{n^2-n_s^2}} . \tag{6}$$

In a symmetric slab the arctangent vanishes and $m=0$ exists at any thickness. In an asymmetric slab even $m=0$ has a cutoff. Since $g_m$ decreases with $m$, a higher order has a lower $N$, and every order below an existing one also exists.

For $n=1.70$, $n_s=1.46$ and $n_c=1.00$, the cutoff thicknesses for $m=0$ to 3 are 102, 466, 829 and 1192 nm. A 1000 nm film thus guides three TE modes. As a test, (1) was diagonalized on a grid for films of 60, 200, 600, 1000 and 1400 nm. It gave 0, 1, 2, 3 and 4 guided modes, as (6) predicts. At 1000 nm the three mode indices, extrapolated from grid steps of 2 and 1 nm, agree with (4) to $1.6\times10^{-11}$.

## 5. Two readings fix the film

Let $\lambda$, $n_s$ and $n_c$ be known. Let $N_\mu>N_\nu>n_s$ be two readings with known orders $\mu<\nu$. For each reading, (4) gives the thickness that any trial index $n$ would require:

$$d_m(n)=\frac{m\pi+\phi_s+\phi_c}{k\sqrt{n^2-N_m^2}} . \tag{7}$$

The film lies where the curves cross, $d_\mu(n)=d_\nu(n)$. This is a single equation for $n$, and (7) then gives $d$.

**A crossing exists.** As $n$ falls towards $N_\mu$, $\kappa_\mu\to0$ and $d_\mu\to\infty$, while $d_\nu$ stays finite. As $n\to\infty$, all $\phi_j\to0$ and $\kappa_\mu/\kappa_\nu\to1$, so $d_\mu/d_\nu\to\mu/\nu<1$. Thus $\ln(d_\mu/d_\nu)$ starts positive and ends negative, and by continuity it has a zero.

**The crossing is unique.** Differentiate (7) with respect to $n^2$ at fixed $N_m$, which also fixes $\gamma_j$. We need

$$\frac{d\kappa}{d(n^2)}=\frac1{2\kappa},\qquad \frac{d\phi_j}{d\kappa}=-\frac{\gamma_j}{\kappa^2+\gamma_j^2},\qquad \sin\phi_j\cos\phi_j=\frac{\kappa\gamma_j}{\kappa^2+\gamma_j^2}.$$

Since $\ln d_m=\ln\Phi_m-\ln\kappa_m-\ln k$,

$$\frac{d\ln d_m}{d(n^2)}=-\frac1{2\kappa_m^2}\left(1+\frac{S_m}{\Phi_m}\right),\qquad S_m=\sum_j\sin\phi_j\cos\phi_j>0 .$$

At a crossing both modes share one $d$, so $\kappa_m=\Phi_m/(kd)$ and

$$\frac{d}{d(n^2)}\ln\frac{d_\mu}{d_\nu}=-\frac{k^2d^2}{2}\left[\frac{1+S_\mu/\Phi_\mu}{\Phi_\mu^2}-\frac{1+S_\nu/\Phi_\nu}{\Phi_\nu^2}\right]. \tag{8}$$

To find the sign of the bracket, write $\Phi_\nu=\nu\pi+\varepsilon$, with $\varepsilon$ the sum of the two phases of mode $\nu$. Because $\sin\phi\cos\phi<\phi$, we have $S_\nu<\varepsilon$. Also $\Phi_\mu<(\mu+1)\pi\le\nu\pi$. Hence

$$\left(\frac{\Phi_\nu}{\Phi_\mu}\right)^2>\left(1+\frac{\varepsilon}{\nu\pi}\right)^2>1+\frac{\varepsilon}{\nu\pi}>1+\frac{S_\nu}{\Phi_\nu}.$$

Dividing by $\Phi_\nu^2$ shows that $1/\Phi_\mu^2$ alone exceeds the second term of the bracket. The first term is larger still, so the derivative (8) is negative at every zero. A continuous function that crosses zero downwards each time can cross only once. Two readings of known order therefore determine one pair $(n,d)$.

As a test, 300 random pairs of readings were drawn, with $n_c$ from 1.0 to 1.6, $n_s$ from $n_c$ to 2.0, $\mu$ from 0 to 4 and $\nu-\mu$ from 1 to 3. Scanning $n^2-N_\mu^2$ from $10^{-8}$ to $10^4$ showed one sign change in every case.

The pairs were arbitrary numbers, not modes of a chosen film, and each still had a solution. Two modes thus determine the parameters of the slab model but cannot test the model. A third mode can.

## 6. Working through the readings

The example has $n=1.70$, $d=1000$ nm, $n_s=1.46$, $n_c=1.00$ and $\lambda=632.8$ nm. The readings are eigenvalues from the diagonalization of (1), rounded to four decimals: 1.6791, 1.6161 and 1.5118. The first two give these curves:

| $n$ | $d_0$ (nm) | $d_1$ (nm) |
|---|---|---|
| 1.695 | 1173.66 | 1037.42 |
| 1.700 | 999.35 | 1000.28 |
| 1.705 | 878.58 | 966.38 |

The difference $d_0-d_1$ is $136.24$, $-0.93$ and $-87.80$ nm. Its mean slope between the outer rows is $-(136.24+87.80)/0.010\approx-2.24\times10^4$ nm per unit index, which suffices for an estimate. The crossing lies $0.93/(2.24\times10^4)\approx4\times10^{-5}$ below 1.700. There $d_1$, whose slope is about $-7.1\times10^3$ nm, has risen by 0.3 nm. The full solution is

$$n=1.69996,\qquad d=1000.6\ \mathrm{nm}\ (1.0006\ \mu\mathrm m).$$

Equation (4) can be checked at this point. For $m=0$, $\kappa=0.26547$ and $kd\kappa=2.6375$, while $\phi_s+\phi_c=1.2610+1.3765=2.6375$. For $m=1$, $\kappa=0.52733$ and $kd\kappa=5.2390$, while $\pi+0.9203+1.1771=5.2390$.

The recovered film predicts a third mode at 1.5119, against the reading 1.5118. The difference of $1.1\times10^{-4}$ is within the $2.5\times10^{-4}$ that rounding can cause to first order.

**If the orders are wrong.** Assigning orders 1 and 2 to the same two readings gives $n=1.729$ and $d=1354$ nm. By section 4 that film must also have an $m=0$ mode above both readings, and it lies at $N=1.7164$. If the scan covers that index, with a coupling at which such a line would be visible (section 8), and finds nothing, the assignment is refuted. Assigning orders 0 and 2 would likewise require a mode between the readings. When no mode has been missed, the two highest indices have orders 0 and 1.

## 7. How reading errors reach $n$ and $d$

Differentiate (4) for fixed $n_s$, $n_c$ and $\lambda$, using $\delta\kappa=[\delta(n^2)-\delta(N^2)]/(2\kappa)$ and $\delta\gamma_j=\delta(N^2)/(2\gamma_j)$:

$$kd\,\delta\kappa+k\kappa\,\delta d=\sum_j\frac{\kappa\,\delta\gamma_j-\gamma_j\,\delta\kappa}{\kappa^2+\gamma_j^2}.$$

Multiply by $2\kappa/k$ and collect terms. The coefficient of $\delta(N^2)$ becomes

$$d+\frac1k\sum_j\frac{\gamma_j+\kappa^2/\gamma_j}{\kappa^2+\gamma_j^2}=d+\sum_j\frac1{k\gamma_j}=d_{\rm eff},$$

and therefore

$$\delta(N^2)=\Gamma\,\delta(n^2)+\frac{2\kappa^2}{d_{\rm eff}}\,\delta d,\qquad \Gamma=\frac1{d_{\rm eff}}\left[d+\sum_j\frac{\gamma_j}{k(\kappa^2+\gamma_j^2)}\right]. \tag{9}$$

$\Gamma$ has a direct meaning. With $A=1$, the integral of $E^2$ over the film is

$$\frac d2+\frac{\sin2\phi_s+\sin2\phi_c}{4k\kappa}=\frac d2+\sum_j\frac{\gamma_j}{2k(\kappa^2+\gamma_j^2)} .$$

Each outer region adds $\cos^2\phi_j/(2k\gamma_j)=\kappa^2/[2k\gamma_j(\kappa^2+\gamma_j^2)]$. The total is $d_{\rm eff}/2$, so $\Gamma$ is the fraction of $\int E^2dz$ inside the film.

With $\delta(N^2)=2N\delta N$ and $\delta(n^2)=2n\delta n$, (9) gives for the two modes

$$\delta N_0=1.0005\,\delta n+3.513\times10^{-5}\,\delta d,$$
$$\delta N_1=0.9961\,\delta n+1.406\times10^{-4}\,\delta d,$$

with $\delta d$ in nm. Both modes respond almost equally to the index, but $m=1$ responds four times as strongly to the thickness. This difference makes the system solvable. Its inverse is

$$\delta n=1.330\,\delta N_0-0.332\,\delta N_1,$$
$$\delta d=(-9422\,\delta N_0+9464\,\delta N_1)\ \mathrm{nm}.$$

The hard-wall formulas (3) are a limit to compare with. They give $\partial n/\partial N_0=4N_0/(3n)\approx1.32$ and $\partial n/\partial N_1=-N_1/(3n)\approx-0.32$.

Rounding changed the readings by $-2.3\times10^{-5}$ and $+4.0\times10^{-5}$. The thickness error should then be $0.22+0.38=0.60$ nm, which is the offset found in section 6. In the worst case, rounding by $5\times10^{-5}$ in each reading shifts $n$ by $8\times10^{-5}$ and $d$ by 0.9 nm. The two $\delta d$ coefficients nearly cancel for an error common to both readings, so such an error mainly shifts $n$.

## 8. From the slab to a measured film

A prism of index $n_p>N$ pressed near the film excites a mode when the wavenumbers along the surface agree, $N=n_p\sin\theta$, with $\theta$ the angle inside the prism. For $n_p=2.0$ the two modes lie at 57.09° and 53.91°. A change of $10^{-4}$ in $N$ corresponds to about 0.005°.

The parameters are rough values for a silicon oxynitride film on thermal oxide in air. Real samples break several assumptions of the model, and the resulting shifts were computed for this film with one change at a time:

- A prism across a 150 nm air gap shifts $n$ by $1.5\times10^{-5}$ and $d$ by 0.09 nm, if the resonance is read at the real part of $N$. The shift of $d$ is this small because it changes sign near $n_p=2.0$: at the same gap it is $+1.25$ nm for $n_p=1.8$ and $-1.9$ nm for $n_p=2.87$, and for $n_p=2.0$ with a 50 nm gap it is $-4.4$ nm. The prism with $n_p=2.0$ at 150 nm also gives the $m=1$ mode an imaginary part of $4.3\times10^{-4}$. This exceeds the rounding step, so the line centre must be located to a fraction of its width.
- Silicon (given the index $3.88+0.02i$ in the calculation) beneath 1000 nm of oxide shifts $d$ by less than 0.001 nm. The weakly bound $m=2$ mode shifts by $-1.3\times10^{-5}$.
- Assuming a substrate index 0.001 too high changes $d$ by $-0.3$ nm.
- A linear index rise of 0.010 from the oxide face to the air face, with mean 1.70, shifts $n$ by $-1.1\times10^{-4}$ from the mean and $d$ by $-0.4$ nm. The sign matters: a fall of 0.010 in the same direction shifts $n$ by $+3.2\times10^{-4}$ and $d$ by $-1.4$ nm. The shift is not linear in the gradient; a rise of 0.020 shifts $d$ by $-2.5$ nm.

Which effect is largest depends on the prism, the gap and the size and sign of the gradient. The signature of the gradient in the third mode is a misfit of $2.0\times10^{-4}$ for the rise of 0.010 and $1.2\times10^{-4}$ for the fall, both below the $2.5\times10^{-4}$ that rounding alone can produce. Four-decimal readings therefore cannot reliably reveal it, and agreement of the third mode does not prove the film uniform at this level. The bias from absorption and roughness was not sized. Some loss is needed to see a mode as a dark line: for a lossless film on a half-infinite substrate the reflectance at the prism base is 1 at every mode angle. With an imaginary part of $10^{-6}$ in the film index and the 150 nm gap, the dips for $m=0$ and $m=1$ are 4% and 0.9% deep.

If the film is birefringent with its optic axis along the normal, the TE field lies in the plane and the method returns the in-plane index. The method as derived here needs two guided TE modes. With the indices and wavelength used here, a film thinner than 466 nm has at most one TE mode, and $n$ and $d$ cannot be separated from its index alone. If the film is isotropic and also guides a transverse magnetic mode, that mode can supply the second equation, with its own matching conditions: a 300 nm film is recovered this way, and rounding to four decimals then costs up to $2.7\times10^{-4}$ in $n$ and 0.4 nm in $d$. The remaining computed values are in the numerical output below.

## Computed values

```
wavelength 632.8 nm, k = 0.0099292 1/nm
model film: n = 1.70, d = 1000 nm
substrate index 1.46, cover index 1.00
max |N(phase) - N(diagonalization)| = 1.6e-11
cutoff thickness, m=0: 102.3 nm
cutoff thickness, m=1: 465.6 nm
cutoff thickness, m=2: 829.0 nm
cutoff thickness, m=3: 1192.3 nm
m=0: N = 1.679123, reading 1.6791
m=1: N = 1.616060, reading 1.6161
m=2: N = 1.511776, reading 1.5118
curves d_0(n), d_1(n) from the readings:
  n=1.690: d_0 = 1457.56 nm, d_1 = 1078.33 nm
  n=1.695: d_0 = 1173.66 nm, d_1 = 1037.42 nm
  n=1.700: d_0 = 999.35 nm, d_1 = 1000.28 nm
  n=1.705: d_0 = 878.58 nm, d_1 = 966.38 nm
  n=1.710: d_0 = 788.65 nm, d_1 = 935.27 nm
recovered n = 1.69996, d = 1000.59 nm
m=0: kappa 0.26547, gamma_s 0.82932, gamma_c 1.34884
  phi_s 1.26100, phi_c 1.37647 rad
  k d kappa = 2.63746 rad
m=1: kappa 0.52733, gamma_s 0.69295, gamma_c 1.26956
  phi_s 0.92030, phi_c 1.17712 rad
  k d kappa = 5.23901 rad
third mode: predicted 1.51191, reading 1.5118
  largest difference from rounding 2.5e-04
m=0: film fraction 0.9882, d_eff 1196.1 nm
  dN/dn = 1.0005, dN/dd = 3.513e-05 1/nm
m=1: film fraction 0.9469, d_eff 1224.7 nm
  dN/dn = 0.9961, dN/dd = 1.406e-04 1/nm
m=2: film fraction 0.8268, d_eff 1345.6 nm
  dN/dn = 0.9297, dN/dd = 2.972e-04 1/nm
dn/dN_0 = 1.330, dn/dN_1 = -0.332
dd/dN_0 = -9422 nm, dd/dN_1 = 9464 nm
rounding 5e-5: max dn 8.3e-05, max dd 0.94 nm
orders 1,2 instead: n = 1.7287, d = 1353.8 nm
  unobserved m=0 mode at N = 1.7164
prism index 2.0, air gap 150 nm
m=0: angle 57.093 deg; 1e-4 in N = 0.0053 deg
  prism: Re shift 1.8e-05, Im N 8.9e-05
m=1: angle 53.906 deg; 1e-4 in N = 0.0049 deg
  prism: Re shift 2.8e-05, Im N 4.3e-04
oxide 1000 nm on silicon, index 3.88+0.02j
  m=2: Re shift -1.3e-05, Im N 2.8e-06
film index rise across gradient case: 0.010
prism loading: dn 1.5e-05, dd 8.9e-02 nm
silicon below oxide: dn 7.8e-09, dd -2.3e-04 nm
substrate index +0.001: dn 2.2e-06, dd -3.0e-01 nm
index gradient: dn -1.1e-04, dd -3.7e-01 nm
gradient: third-mode misfit -2.0e-04
```
